# Perpendicular mismatch and relaxed misfit in coherent cubic (001) epitaxy

When an X-ray scan of a strained film is to be turned into a composition, one has to decide by what number to divide the measured mismatch. The scan gives the spacing of the film's planes along the surface normal, but composition is tied to the lattice parameter the film would have if it were free. For a silicon-germanium film on a (001) silicon surface, still matched to the silicon in the plane, the two mismatches differ by a factor of nearly 1.8, so a film with a tenth of germanium would be read as having almost a fifth if the measured mismatch were used as it stands and misfit were taken as proportional to composition. That proportionality is itself only approximate: the alloy's lattice parameter lies below the straight line from silicon to germanium, and a correct misfit read along that line turns a tenth of germanium into about 0.09. What follows concerns the misfit alone.

Let $a_s$ be the lattice parameter of the substrate and $a_f$ that of the relaxed film, both cubic and both at the same temperature. The film grows on a (001) surface with its cube axes along those of the substrate. Its strained unit cell has parameter $a_\parallel$ in the plane and $a_\perp$ along the normal. Three mismatches, all referred to the substrate, are needed:

$$f=\frac{a_f-a_s}{a_s},\qquad m_\perp=\frac{a_\perp-a_s}{a_s},\qquad m_\parallel=\frac{a_\parallel-a_s}{a_s}.$$

The first is the relaxed misfit. Elastic strain, in contrast, is measured from the state in which the film is free of stress, so its reference length is $a_f$:

$$e_\parallel=\frac{a_\parallel-a_f}{a_f},\qquad e_\perp=\frac{a_\perp-a_f}{a_f}.$$

Much of the derivation consists in keeping these two references apart.

A coherent film has no misfit dislocations, and every lattice row of the substrate continues into it. If the substrate is thick enough to count as rigid, then $a_\parallel=a_s$. Since $a_f=a_s(1+f)$,

$$e_\parallel=\frac{a_s-a_f}{a_f}=-\frac{f}{1+f}.$$

A film with the larger natural parameter, $f>0$, is compressed in the plane.

The strain along the normal is fixed by the free surface, on which no force acts. With $z$ along the normal, Hooke's law for a cubic crystal referred to its cube axes reads

$$\sigma_{zz}=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy}),\qquad \sigma_{xz}=2C_{44}e_{xz},\qquad \sigma_{yz}=2C_{44}e_{yz},$$

where the elastic constants are those of the film. The tangential stresses vanish, and $C_{44}>0$, so there is no shear. Setting $e_{xx}=e_{yy}=e_\parallel$ and $e_{zz}=e_\perp$ in $\sigma_{zz}=0$ gives

$$C_{11}e_\perp+2C_{12}e_\parallel=0,\qquad e_\perp=-\kappa e_\parallel,\qquad \kappa=\frac{2C_{12}}{C_{11}}.$$

The factor 2 counts the two in-plane directions. The stress is uniform through the film, so a condition imposed at the surface holds throughout its thickness. The same result follows from energy: at fixed $e_\parallel$ the elastic energy density is

$$u=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp),$$

and $\partial u/\partial e_\perp=C_{11}e_\perp+2C_{12}e_\parallel$ vanishes at its minimum.

Now return to lengths. From the definition of $e_\perp$,

$$a_\perp=a_f(1+e_\perp)=a_f-\kappa a_fe_\parallel=a_f-\kappa(a_s-a_f)=a_f+\kappa(a_f-a_s).$$

Subtracting $a_s$ and dividing by $a_s$ gives

$$m_\perp=\frac{(a_f-a_s)+\kappa(a_f-a_s)}{a_s}=\left(1+\frac{2C_{12}}{C_{11}}\right)f.$$

The 1 is present because the film's own cell differs from that of the substrate even without stress. The second term is the Poisson response: a cell squeezed in the plane grows along the normal.

Two limits and a change of variable help to read the factor. If $C_{12}=0$, squeezing in the plane does not affect the normal direction, and $m_\perp=f$. If $C_{12}$ approaches $C_{11}$, the factor approaches 3. This is the case of constant volume, where $a_s^2a_\perp=a_f^3$ gives $1+m_\perp=(1+f)^3\approx1+3f$. For the change of variable, define Poisson's ratio $\nu$ by a pull along one cube axis, which produces strains $e$, $-\nu e$ and $-\nu e$. Zero lateral stress requires $-\nu C_{11}+(1-\nu)C_{12}=0$, so $C_{12}/C_{11}=\nu/(1-\nu)$ and the factor becomes $(1+\nu)/(1-\nu)$.

The orientation matters. With $C_{11}=160$, $C_{12}=62$ and $C_{44}=80$ GPa the (001) factor is 1.775. Solving the same free-surface conditions with the stiffness tensor turned to a (111) surface gives 1.41. There $C_{44}$ enters too, and the factor differs because the crystal is elastically anisotropic; with $C_{44}=(C_{11}-C_{12})/2$ it would be 1.775 on both surfaces.

The formula for $m_\perp$ contains no power of $f$ beyond the first, yet it is a first-order result. Hooke's law was written for the engineering strain $e$, and other measures of strain agree with it only to first order. If stress is taken as linear in logarithmic strain, then $\ln(1+e_\perp)=-\kappa\ln(1+e_\parallel)$. Since $1+e_\parallel=1/(1+f)$, this gives $1+m_\perp=(1+f)^{1+\kappa}$, with the extra term $\tfrac12\kappa(1+\kappa)f^2$. What the crystal does at second order depends on its third-order elastic constants as well as on $C_{11}$ and $C_{12}$.

To find that term, use the Lagrangian strains $\eta=e_\parallel+\tfrac12e_\parallel^2$ and $\zeta=e_\perp+\tfrac12e_\perp^2$. The energy per relaxed volume, to third order, is

$$U=\tfrac12C_{11}(2\eta^2+\zeta^2)+C_{12}(\eta^2+2\eta\zeta)+\tfrac16C_{111}(2\eta^3+\zeta^3)+C_{112}(\eta^3+\eta^2\zeta+\eta\zeta^2)+C_{123}\eta^2\zeta.$$

A free surface requires $\partial U/\partial\zeta=0$:

$$C_{11}\zeta+2C_{12}\eta+\tfrac12C_{111}\zeta^2+C_{112}(\eta^2+2\eta\zeta)+C_{123}\eta^2=0.$$

Insert $\zeta=-\kappa\eta+B\eta^2$. The terms linear in $\eta$ cancel, and the quadratic ones give

$$B=-\frac{\tfrac12\kappa^2C_{111}+(1-2\kappa)C_{112}+C_{123}}{C_{11}}.$$

To return to engineering strain, invert $\zeta=e_\perp+\tfrac12e_\perp^2$ to $e_\perp=\zeta-\tfrac12\zeta^2$ at this order. Then $e_\perp=-\kappa\eta+(B-\tfrac12\kappa^2)\eta^2$, and with $\eta=e_\parallel+\tfrac12e_\parallel^2$,

$$e_\perp=-\kappa e_\parallel+De_\parallel^2,\qquad D=B-\tfrac12\kappa(1+\kappa).$$

Finally $1+m_\perp=(1+f)(1+e_\perp)$ with $e_\parallel=-f/(1+f)$. The linear term contributes $(1+f)\kappa f/(1+f)=\kappa f$ and the quadratic one $Df^2/(1+f)$, so

$$m_\perp=(1+\kappa)f+Df^2+O(f^3).$$

The linear coefficient depends on $C_{11}$ and $C_{12}$ alone, whichever strain measure is used.

Both coefficients can be tested on a crystal in which Hooke's law is nowhere assumed. Take an fcc crystal with the Morse pair energy $\phi(r)=e^{-10(r-1)}-2e^{-5(r-1)}$ in reduced units, with neighbours out to two lattice parameters. Fixing the in-plane parameter at $a_f/(1+f)$ and relaxing the normal one for $f=\pm0.001$ gives, from the odd and even parts of $m_\perp(f)$, a linear coefficient of 2.2587 and a quadratic one of $-3.077$. The elastic constants come separately from lattice sums. A bond with components $X_i$ and relaxed length $R$ obeys $r^2=R^2+2\sum_i\eta_iX_i^2$, so each derivative with respect to $\eta_i$ brings a factor $X_i^2$ and the operation $(1/r)\,d/dr$ on $\phi$. These sums give $C_{12}/C_{11}=0.6293$, and the formulas then yield 2.2587 and $-3.077$, in agreement to the digits shown. The digits belong to this range of neighbours; with neighbours out to three lattice parameters both routes give 2.2614 and $-3.119$.

For a worked example take $a_s=0.543$ nm, $f=0.004$ and the elastic constants above, a rough description of silicon with about a tenth of germanium on silicon. Then

$$a_f=0.543\times1.004=0.54517\ \text{nm},\qquad \kappa=\frac{2\times62}{160}=0.775,$$

$$m_\perp=1.775\times0.004=0.00710,\qquad a_\perp=0.543\times1.00710=0.54686\ \text{nm}=5.4686\ \text{Å}.$$

The strains are $e_\parallel=-0.00398$ and $e_\perp=0.00309$. The in-plane stress follows by putting $e_\perp=-\kappa e_\parallel$ into Hooke's law:

$$\sigma_{xx}=(C_{11}+C_{12})e_\parallel+C_{12}e_\perp=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_\parallel=174\times(-0.00398)=-0.69\ \text{GPa},$$

which is compressive.

The diffraction angle supplies $m_\perp$. In atomic units a photon of energy $E$ has wave number $E/c$, hence wavelength $\lambda=2\pi c/E$; for 8050 eV this is 0.15402 nm. In the diamond structure the planes of the symmetric 004 reflection are $a/4$ apart, so Bragg's law is $2(a/4)\sin\theta=\lambda$. Dividing the substrate's equation by the film's gives

$$\frac{\sin\theta_s}{\sin\theta_f}=\frac{a_\perp}{a_s}=1+m_\perp.$$

For small $m_\perp$, differentiating $a\sin\theta=\text{const}$ gives $\theta_f-\theta_s\approx-m_\perp\tan\theta_s$. The minus sign says that a larger spacing diffracts at a smaller angle. Here $\theta_s=34.561^\circ$ and $\theta_f=34.283^\circ$, a separation of $-0.278^\circ$, while the linear formula gives $-0.280^\circ$. On a $2\theta$ axis the separation is doubled. The sine ratio returns $m_\perp=0.00710$, and division by 1.775 returns $f=0.0040$. Taking $m_\perp$ itself for the misfit would overstate it by 77.5 %.

This reading assumes that the film's peak stands at its own Bragg angle. In a thin film the tail of the substrate's peak interferes with it. Let the film have $N$ planes of spacing $d_f=a_\perp/4$, let the substrate planes be $d_s=a_s/4$ apart, and let all planes scatter equally and once. With scattering vector $q=4\pi\sin\theta/\lambda$, write $qd_f=2\pi+x$, so that $x=0$ is the film's Bragg position. There the phase from one substrate plane to the next is $qd_s=2\pi/(1+m_\perp)=2\pi-\Delta$, with

$$\Delta=\frac{2\pi m_\perp}{1+m_\perp}.$$

Summing the substrate planes downwards from the interface gives the amplitude

$$S=\sum_{n=0}^{\infty}e^{-inqd_s}=\frac{1}{1-e^{-iqd_s}}\approx\frac{1}{1-e^{i\Delta}}\approx\frac{i}{\Delta},$$

where a vanishingly small absorption makes the sum converge. The film's amplitude near its peak is $F\approx N(1-N^2x^2/24)e^{iNx/2}$; the phase across the interface, of order $\Delta$, is dropped. The sum $S$ is kept at its value for $x=0$, because its change with $x$ alters the peak shift only by a relative amount of order $1/(N\Delta)^2$. The intensity that varies with $x$ is then

$$|F|^2+2\,\mathrm{Re}(FS^*)\approx N^2-\frac{N^4x^2}{12}+\frac{2N}{\Delta}\sin\frac{Nx}{2}\approx N^2-\frac{N^4x^2}{12}+\frac{N^2x}{\Delta}.$$

Its derivative vanishes at $x=6/(N^2\Delta)$. The substrate's peak lies at $x\approx\Delta$, so the film's peak is drawn towards it, and the apparent $m_\perp$ is too small by the fraction

$$\frac{x}{\Delta}=\frac{6}{(N\Delta)^2}\qquad(N\Delta\gg1).$$

For a 40 nm film $N=293$ and $\Delta=0.0443$, which gives 3.6 %. The explicit sum over planes puts the peak at $34.294^\circ$ instead of $34.283^\circ$, a loss of 3.7 %. Germanium scatters more strongly than silicon, so in a real silicon-germanium film the shift is somewhat smaller than this model of equal planes gives. At fixed mismatch the error falls as the inverse square of the thickness. Fitting the whole intensity curve, with the substrate included, avoids this error within the same scattering model.

The result also rests on coherence. For $f=0.004$ the equilibrium critical thickness from the Matthews–Blakeslee force balance is roughly 20 to 30 nm, so a coherent 40 nm film is metastable, and its coherence has to be checked. Brought to equilibrium it would lose far more strain than the dilute array considered below. If dislocations let the in-plane parameter move away from $a_s$, the free-surface condition still holds, and

$$a_\perp=a_f-\kappa(a_\parallel-a_f),\qquad m_\perp=f-\kappa(m_\parallel-f)=(1+\kappa)f-\kappa m_\parallel.$$

A fully relaxed film has $m_\parallel=f$ and therefore $m_\perp=f$, as it must. Solved for the misfit, the relation is

$$f=\frac{m_\perp+\kappa m_\parallel}{1+\kappa},$$

so a symmetric reflection is not enough unless coherence is known; a reflection from planes not parallel to the surface can supply $m_\parallel$. Suppose each of two perpendicular dislocation arrays has a spacing of 1000 nm and each dislocation an in-plane edge component $a_s/(2\sqrt2)=0.192$ nm. Averaged over the film, $m_\parallel=0.192/1000=1.92\times10^{-4}$. Applying the coherent formula to the film-averaged $m_\perp$ then makes the inferred $f$ too small by $\kappa m_\parallel/[(1+\kappa)f]$, or 2.1 %. With dislocations so much farther apart than the film is thick, the relief is concentrated near them, and the position of a measured peak need not follow this average exactly.

The example's parameters are rough, so its compressive stress should be read as about 0.7 GPa. Errors in the elastic constants also reach the inferred misfit: a value of $C_{12}/C_{11}$ that is 5 % too high lowers the inferred misfit by 2.1 %. For silicon-germanium so large an error is unlikely: the ratio is about 0.385 in silicon and 0.376 in germanium, and using either end value for this film shifts the misfit by about 1 % at most. Temperature enters through the lattice parameters. With rough expansion coefficients of $2.6\times10^{-6}$ per kelvin for the substrate and $2.8\times10^{-6}$ for the film, heating by 600 K raises $f$ by about 3 %. The figure is set by the small difference of the two coefficients, and each $0.1\times10^{-6}$ per kelvin in that difference moves it by 1.5 points, so only its order, a few per cent, is meaningful. A measurement at room temperature therefore yields the room-temperature misfit, not the one present during growth.

Two further corrections are small here. With rough third-order constants $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-60$ GPa, the second-order coefficient is $D=-0.36$, and $Df^2$ changes $m_\perp$ by $-0.08$ %. The terms in $D$ largely cancel: a magnitude 10 % larger for $C_{111}$ or for $C_{112}$ gives $-0.21$ or $-0.51$, so the correction is best read as about $-0.1$ %. The relative size of this term grows in proportion to $f$. The substrate, for its part, is not perfectly rigid. Let film and substrate have the same biaxial modulus $M$ and thicknesses $h\ll H$, and let the plate be free to bend. The film pushes outwards on the substrate with a force $Mfh$ per unit width, which stretches it by $fh/H$. The force acts at a distance $H/2$ from the mid-plane, so its moment is $MfhH/2$. Divided by the bending stiffness $MH^3/12$ this gives a curvature $6fh/H^2$, and hence a further strain $3fh/H$ at the interface. The total is

$$\frac{4fh}{H}=\frac{4\times0.004\times40}{500000}=1.3\times10^{-6}$$

for a substrate 0.5 mm thick, about 0.03 % of $f$. For this film, then, peak overlap and a loss of coherence of the size assumed here limit the accuracy of the inferred misfit to a few per cent, and the elastic constants to about one per cent, well before the first-order formula itself does. The numerical output lists the values used.

## Computed values

```
substrate parameter a_s = 0.5430 nm
relaxed misfit f = 0.00400
relaxed film parameter a_f = 0.545172 nm
C11, C12, C44 = 160, 62, 80 GPa
kappa = 2 C12/C11 = 0.7750
factor 1 + kappa = 1.7750
in-plane strain = -0.003984
out-of-plane strain = 0.003088
a_perp = 0.546855 nm = 5.46855 angstrom
perpendicular mismatch m_perp = 0.007100
biaxial modulus = 173.95 GPa
in-plane film stress = -0.6930 GPa
error if m_perp is taken for f = 77.5 %
factor on a (111) surface = 1.4106
Morse crystal C12/C11 = 0.62934
Morse linear coefficient, relaxed = 2.25870
Morse linear coefficient, formula = 2.25868
Morse f^2 coefficient, relaxed = -3.0766
Morse f^2 coefficient, formula = -3.0766
photon energy = 8050 eV
wavelength = 0.154018 nm
substrate 004 Bragg angle = 34.5611 deg
film 004 Bragg angle = 34.2833 deg
separation, Bragg law = -0.2778 deg
separation, linear = -0.2802 deg
misfit recovered from film-only peak = 0.004000
film thickness = 40 nm
number of 004 planes = 293
phase slip per plane = 0.04430 rad
film peak with overlap = 34.2935 deg
overlap loss of m_perp, plane sum = 3.73 %
overlap loss of m_perp, formula = 3.56 %
C111, C112, C123 = -800, -450, -60 GPa
example f^2 coefficient D = -0.3581
nonlinear change of m_perp = -0.081 %
dislocation spacing = 1000 nm
in-plane mismatch from dislocations = 1.920e-04
error of inferred f, dislocations = -2.10 %
expansion coefficient, substrate = 2.6e-06 1/K
expansion coefficient, film = 2.8e-06 1/K
temperature change = 600 K
change of f on heating = 3.01 %
error of f if C12/C11 is 5 % too high = -2.14 %
substrate thickness = 500000 nm
substrate strain at interface = 1.280e-06
```
